\section*{Optical modes of rutile and wurtzite: symmetry species and spectral activity}

\section*{Question}

Consider harmonic vibrations at wave vector $\mathbf q=0$ in two crystal structures. Positions are fractions of the primitive lattice vectors.

\textbf{Rutile}, AB$_2$, space group $P4_2/mnm$, tetragonal:
\begin{align*}
&A_1\,(0,0,0),\quad A_2\,(\tfrac12,\tfrac12,\tfrac12),\quad B_1\,(\xi,\xi,0),\quad B_2\,(-\xi,-\xi,0),\\
&B_3\,(\tfrac12+\xi,\tfrac12-\xi,\tfrac12),\quad B_4\,(\tfrac12-\xi,\tfrac12+\xi,\tfrac12).
\end{align*}

\textbf{Wurtzite}, AB, space group $P6_3mc$, hexagonal with $120^\circ$ between $\mathbf a_1$ and $\mathbf a_2$:
\[
A:\ (\tfrac13,\tfrac23,0),\ (\tfrac23,\tfrac13,\tfrac12);\qquad
B:\ (\tfrac13,\tfrac23,u),\ (\tfrac23,\tfrac13,u+\tfrac12).
\]

The point groups of the operations, taken without their translations, are $D_{4h}$ and $C_{6v}$. In rutile the axes $C_2'$ lie along the cell edges and $C_2''$ along the diagonals of the square face. In wurtzite $\sigma_v$ are the true mirrors and $\sigma_d$ the glide planes. The characters are
\[
\begin{array}{c|rrrrr}
D_4&E&2C_4&C_2&2C_2'&2C_2''\\ \hline
A_1&1&1&1&1&1\\
A_2&1&1&1&-1&-1\\
B_1&1&-1&1&1&-1\\
B_2&1&-1&1&-1&1\\
E&2&0&-2&0&0
\end{array}
\qquad
\begin{array}{c|rrrrrr}
C_{6v}&E&2C_6&2C_3&C_2&3\sigma_v&3\sigma_d\\ \hline
A_1&1&1&1&1&1&1\\
A_2&1&1&1&1&-1&-1\\
B_1&1&-1&1&-1&1&-1\\
B_2&1&-1&1&-1&-1&1\\
E_1&2&1&-1&-2&0&0\\
E_2&2&-1&-1&2&0&0
\end{array}
\]
$D_{4h}$ adds the products with inversion $i$: $i$, $2S_4$, $\sigma_h=iC_2$, $2\sigma_v=iC_2'$, $2\sigma_d=iC_2''$. Their characters equal those of the proper partners for species $g$ and are the negatives for species $u$.

\section*{(a) Find the character of an operation on the atomic displacements.}

\textbf{Answer.} At $\mathbf q=0$ equivalent atoms in all cells move alike, so a lattice translation changes nothing. The space-group operations, taken modulo lattice translations, therefore represent the point group on the $3N$ displacements $\mathbf d_i$ of one cell. If $\{R|\mathbf t\}$ carries atom $i$ to atom $j$ modulo a lattice vector, the new displacement of $j$ is $R\mathbf d_i$.

An atom contributes to the trace if $j=i$, and it then contributes $\operatorname{tr}R$. A rotation by $\phi$ has trace $1+2\cos\phi$. Following it by reflection in the plane normal to the axis reverses the axial entry. With $N_R$ atoms sent to themselves,
\begin{equation}
\chi(R)=N_R(\pm1+2\cos\phi),
\end{equation}
with the upper sign for proper and the lower for improper operations. Inversion has $\phi=180^\circ$ and trace $-3$; a mirror has $\phi=0$ and trace $1$.

The potential energy is invariant, so the dynamical matrix commutes with these operations and each eigenspace carries a representation. Apart from accidental degeneracy it is irreducible. Orthogonality of characters gives the number of times species $s$ occurs:
\begin{equation}
n_s=\frac1{|G|}\sum_R\chi_s(R)\,\chi(R).
\end{equation}

\section*{(b) Find the optical species of rutile.}

\textbf{Answer.} The operations $C_4$ and $C_2'$ need the translation $(\frac12,\frac12,\frac12)$. For example,
\[
C_4:(x,y,z)\to(\tfrac12-y,\tfrac12+x,\tfrac12+z),\qquad
C_2':(x,y,z)\to(\tfrac12+x,\tfrac12-y,\tfrac12-z).
\]
They exchange the atomic planes $z=0$ and $z=\frac12$, so $N_R=0$. Inversion about the origin keeps each plane, so $S_4$ and $\sigma_v$ also exchange them and have $N_R=0$.

The other operations need no translation. $C_2$ and $i$ keep both A atoms and exchange $B_1\leftrightarrow B_2$, $B_3\leftrightarrow B_4$. The reflection $\sigma_h$ keeps all six atoms. Each $C_2''$ and each $\sigma_d$ keeps both A atoms and one pair of B atoms. Hence
\[
\begin{array}{c|rrrrrr}
&E&C_2&2C_2''&i&\sigma_h&2\sigma_d\\ \hline
N_R&6&2&4&2&6&4\\
\operatorname{tr}R&3&-1&-1&-3&1&1\\
\chi(R)&18&-2&-4&-6&6&4
\end{array}
\]
The group has 16 elements. For a $g$ species each class combines with its inversion partner by addition, for a $u$ species by subtraction:
\begin{align}
n_g&=\tfrac1{16}\left[(18-6)\chi_s(E)+(-2+6)\chi_s(C_2)+2(-4+4)\chi_s(C_2'')\right]\nonumber\\
&=\tfrac1{16}\left[12\chi_s(E)+4\chi_s(C_2)\right],\\
n_u&=\tfrac1{16}\left[(18+6)\chi_s(E)+(-2-6)\chi_s(C_2)+2(-4-4)\chi_s(C_2'')\right]\nonumber\\
&=\tfrac1{16}\left[24\chi_s(E)-8\chi_s(C_2)-16\chi_s(C_2'')\right].
\end{align}
Each one-dimensional $g$ species has $n=(12+4)/16=1$, and $E_g$ has $(24-8)/16=1$. For the $u$ species,
\begin{align*}
A_{1u},B_{2u}&:\ (24-8-16)/16=0,\\
A_{2u},B_{1u}&:\ (24-8+16)/16=2,\\
E_u&:\ (48+16)/16=4.
\end{align*}

Three of these modes are uniform translations, which transform as a vector. The component $z$ is unchanged by $C_4$ and reversed by $C_2'$ and $i$: it is $A_{2u}$. The pair $(x,y)$ is $E_u$. Removing $A_{2u}+E_u$ leaves
\begin{equation}
\Gamma_{\rm opt}=A_{1g}+A_{2g}+A_{2u}+B_{1g}+B_{2g}+2B_{1u}+E_g+3E_u .
\end{equation}
The dimension is $1+1+1+1+1+2+2+6=15=3\cdot6-3$.

\section*{(c) Find the optical species of wurtzite.}

\textbf{Answer.} In fractional coordinates $C_6$ acts in the plane as $(x,y)\to(x-y,x)$. It takes $(\frac13,\frac23)$ to $(-\frac13,\frac13)$, equivalent to $(\frac23,\frac13)$. It thus exchanges the two columns of atoms and needs the translation $\mathbf c/2$. The same holds for $C_2=C_6^3$, while $C_3=C_6^2$ keeps every atom.

The mirror normal to $\mathbf a_1$ acts as $(x,y)\to(y-x,y)$ and also keeps every atom. Each $\sigma_d$ is a product of a $\sigma_v$ with $C_2$ and exchanges the columns. Therefore
\[
\chi(E)=4\cdot3=12,\quad \chi(C_3)=4(1-1)=0,\quad \chi(\sigma_v)=4\cdot1=4,
\]
and the other characters vanish because $N_R=0$. With 12 elements, three of them $\sigma_v$,
\begin{equation}
n_s=\tfrac1{12}\left[12\chi_s(E)+3\cdot4\,\chi_s(\sigma_v)\right]=\chi_s(E)+\chi_s(\sigma_v).
\end{equation}
This is 2 for $A_1,B_1,E_1,E_2$ and 0 for $A_2,B_2$. Translation along $z$ is $A_1$; the pair $(x,y)$, with trace $2\cos60^\circ=1$ under $C_6$, is $E_1$. Removing them gives
\begin{equation}
\Gamma_{\rm opt}=A_1+2B_1+E_1+2E_2,
\end{equation}
of dimension $1+2+2+4=9=3\cdot4-3$.

The labels depend on the stated axes. Exchanging the names $C_2'\leftrightarrow C_2''$ and $\sigma_v\leftrightarrow\sigma_d$ turns $2B_{1u}$ into $2B_{2u}$ and exchanges $B_{1g}$ with $B_{2g}$. In wurtzite, exchanging $\sigma_v\leftrightarrow\sigma_d$ turns $2B_1$ into $2B_2$. No motion changes.

\section*{(d) Which modes are infrared active, Raman active or silent?}

Consider first-order electric-dipole absorption and non-resonant Raman scattering with a symmetric polarizability tensor.

\textbf{Answer.} Let $M$ be the matrix of first derivatives of the dipole, or of the polarizability, with respect to the coordinates of one mode. Crystal symmetry requires $M=V(R)\,M\,\Gamma_s(R)^{-1}$ for every $R$, where $V$ acts on the dipole or tensor components. Averaging over the group and using orthogonality of irreducible matrices gives $M=0$ unless $V$ contains $\Gamma_s$. Symmetry permits a nonzero $M$ when it does, but does not fix its size.

For the dipole, $V$ is the vector representation found above. The symmetric tensor transforms as products of two coordinates. In both groups $x^2+y^2$ and $z^2$ are invariant.

In rutile $x^2-y^2$ has signs $(-,+)$ under $(C_4,C_2')$ and is $B_{1g}$; $xy$ has signs $(-,-)$ and is $B_{2g}$; $(xz,yz)$ is $E_g$. In wurtzite $(xz,yz)$ is $E_1$. The pair $(x^2-y^2,2xy)$ turns through twice the angle, so its trace under $C_6$ is $2\cos120^\circ=-1$: it is $E_2$. Thus
\[
\begin{array}{l|l|l}
&\text{rutile}&\text{wurtzite}\\ \hline
\text{infrared}&A_{2u}+3E_u&A_1+E_1\\
\text{Raman}&A_{1g}+B_{1g}+B_{2g}+E_g&A_1+E_1+2E_2\\
\text{silent}&A_{2g}+2B_{1u}&2B_1
\end{array}
\]

Rutile has inversion: the dipole is odd and the polarizability even, so no mode is active in both spectra. Wurtzite lacks inversion, and $A_1$ and $E_1$ appear in both.

``Silent'' refers to these two processes. The antisymmetric tensor component $\alpha_{xy}-\alpha_{yx}$ is unchanged by $C_4$ and $i$ and reversed by $C_2'$, so it is $A_{2g}$. If resonance makes that component appreciable, the $A_{2g}$ mode can scatter.

The analysis also omits the macroscopic electric field of a long polar wave. That field points along $\mathbf q$, so the force it adds to polar modes is in general not invariant under operations that turn $\mathbf q$.

\section*{(e) Describe the $g$ modes of rutile and the silent modes of both structures.}

\textbf{Answer.} Every A atom in rutile is an inversion centre, so a $g$ mode requires $\mathbf d=-\mathbf d=0$ there. The two B atoms of a pair move oppositely. Both $C_4$ and $C_2'$ exchange the pairs $(B_1,B_2)$ and $(B_3,B_4)$.
\begin{itemize}
\item Radial motion stays outward under both operations. Equal amplitudes on the two pairs give signs $(+,+)$, hence $A_{1g}$; opposite amplitudes give $(-,-)$, hence $B_{2g}$.
\item Turning about $\mathbf c$ keeps its sense under $C_4$ and reverses it under $C_2'$. Turning in the same sense gives $(+,-)$, the silent $A_{2g}$; opposite senses give $(-,+)$, $B_{1g}$.
\item Opposite motion along $\mathbf c$ within a pair forms $E_g$.
\end{itemize}

For the silent $B_{1u}$ modes, let $A_1$ move up and $A_2$ down along $\mathbf c$. The signs under $(C_4,C_2',i)$ are $(-,+,-)$, as $B_{1u}$ requires. A second pattern moves $B_1,B_2$ up and $B_3,B_4$ down. The two $B_{1u}$ modes are mixtures of these patterns, set by forces and masses.

In wurtzite the silent $B_1$ modes combine antiphase motion along $\mathbf c$ of the two A atoms with that of the two B atoms. $C_6$, $C_2$ and $\sigma_d$ exchange the columns and give $-1$, while $\sigma_v$ gives $+1$.

\section*{(f) Find the dipole derivatives of the $A_{2u}$ and $A_1$ modes in a point-charge model.}

Take masses $m_A=80000$ and $m_B=30000$ electron masses. The charges are $2e,-e$ in rutile and $e,-e$ in wurtzite. Normalize the displacements of one cell to unit Cartesian length.

\textbf{Answer.} In each case the species occurs twice, as common motion of the A atoms along $\mathbf c$ and common motion of the B atoms. Orthogonality to the translation, meaning a fixed centre of mass, then determines the optical mode. Let A move by $s$ and B by $-t$.

For rutile, $2m_As=4m_Bt$ gives $t=\frac43s$. The norm is $2s^2+4t^2=\frac{82}{9}s^2=1$, so $s=3/\sqrt{82}$ and
\[
p=2(2e)s+4et=\tfrac{28}{3}es=\frac{28}{\sqrt{82}}\,e=3.092\,e .
\]
For wurtzite, $2m_As=2m_Bt$ gives $t=\frac83s$. Then $2s^2+2t^2=\frac{146}{9}s^2=1$ and
\[
p=2es+2et=\tfrac{22}{3}es=\frac{22}{\sqrt{146}}\,e=1.821\,e .
\]

A numerical spring model with these masses and charges gives the same two values. It uses round parameters and describes no particular material. Every pair of atoms closer than 7.2 bohr is joined by an unstretched central spring of stiffness $0.1\,e^{-(r-4)}$ hartree/bohr$^2$, with $r$ in bohr, and carries a polarizability along the bond that decays as $e^{-(r-4)/2}$. The cells are $a=9$, $c=6$ bohr, $\xi=0.3$ for rutile and $a=6$, $c=10$ bohr, $u=0.37$ for wurtzite. There are no Coulomb forces; the charges enter the dipole alone. The two dipole values above do not depend on the springs, but the mode energies quoted below belong to this cutoff: extending it to 12 bohr raises the silent modes by up to 0.07 mHa. Its eigenspaces, assigned by projection, reproduce the counts in (b) and (c). For every optical mode the total size of its dipole derivative and of its polarizability derivative is nonzero or zero as the table in (d) requires. The silent modes lie at 1.272, 2.339 and 3.130 mHa in rutile ($B_{1u}$, $A_{2g}$, $B_{1u}$) and at 1.783 and 3.282 mHa in wurtzite: they have finite energies although both derivatives vanish.

One printed entry needs care: the upper wurtzite $E_2$ mode, at 3.039 mHa, lists a $zz$ component. Since $\alpha_{zz}$ is invariant, its true first derivative along $E_2$ is zero. The program uses a central difference with step $h$,
\[
\frac{\alpha_{zz}(h)-\alpha_{zz}(-h)}{2h}=\alpha_{zz}'+\frac{h^2}{6}\alpha_{zz}'''+\cdots .
\]
Under $C_6$ the combinations $Q_1\pm iQ_2$ of the two partners acquire phases of $\pm120^\circ$ or the reverse, so their cubes are unchanged. With $Q_1$ chosen even under one $\sigma_v$, the real part of the cube is fully invariant and may appear in $\alpha_{zz}$. Since $\alpha_{zz}'=0$, the difference quotient reduces to this remainder. The program takes $h=10^{-3}$ bohr and lists any component above $10^{-7}$ bohr$^2$, so $h^2|\alpha_{zz}'''|/6$ passes the threshold once $|\alpha_{zz}'''|>0.6$ in atomic units. The program does not measure $\alpha_{zz}'''$ separately, but by symmetry the entry cannot be first-order Raman activity.

\section*{Calculated quantities}
\begin{verbatim}
masses: A 80000, B 30000 electron masses
spring: 0.1 hartree/bohr^2 at 4.0 bohr, decay 1.0 bohr, cutoff 7.2 bohr
pair polarizability at 4.0 bohr: AA 1, AB 2, BB 4 bohr^3, decay 2.0 bohr
rutile: a 9.0 bohr, c 6.0 bohr, x 0.3, charges 2.0, -1.0 e
rutile E: 1 ops, shift (0.0 0.0 0.0), fixed atoms 6, character 18
rutile C4: 2 ops, shift (0.5 0.5 0.5), fixed atoms 0, character 0
rutile C2: 1 ops, shift (0.0 0.0 0.0), fixed atoms 2, character -2
rutile C2': 2 ops, shift (0.5 0.5 0.5), fixed atoms 0, character 0
rutile C2'': 2 ops, shift (0.0 0.0 0.0), fixed atoms 4, character -4
rutile i: 1 ops, shift (0.0 0.0 0.0), fixed atoms 2, character -6
rutile S4: 2 ops, shift (0.5 0.5 0.5), fixed atoms 0, character 0
rutile sh: 1 ops, shift (0.0 0.0 0.0), fixed atoms 6, character 6
rutile sv: 2 ops, shift (0.5 0.5 0.5), fixed atoms 0, character 0
rutile sd: 2 ops, shift (0.0 0.0 0.0), fixed atoms 4, character 4
rutile B1g: 1.248 mHa, dipole 0.000 e, Raman 0.650 bohr^2 [xx yy]
rutile B1u: 1.272 mHa, dipole 0.000 e, Raman 0.000 bohr^2 [none]
rutile Eu: 1.639 mHa, dipole 3.051 e, Raman 0.000 bohr^2 [none]
rutile Eu: 1.766 mHa, dipole 0.969 e, Raman 0.000 bohr^2 [none]
rutile A2g: 2.339 mHa, dipole 0.000 e, Raman 0.000 bohr^2 [none]
rutile Eg: 2.482 mHa, dipole 0.000 e, Raman 1.981 bohr^2 [xz yz]
rutile A2u: 2.759 mHa, dipole 3.092 e, Raman 0.000 bohr^2 [none]
rutile A1g: 3.092 mHa, dipole 0.000 e, Raman 1.923 bohr^2 [xx yy zz]
rutile B1u: 3.130 mHa, dipole 0.000 e, Raman 0.000 bohr^2 [none]
rutile Eu: 3.444 mHa, dipole 2.568 e, Raman 0.000 bohr^2 [none]
rutile B2g: 3.671 mHa, dipole 0.000 e, Raman 1.966 bohr^2 [xy]
rutile all modes: A1g+A2g+2A2u+B1g+2B1u+B2g+Eg+4Eu
rutile acoustic: A2u+Eu
rutile optical: A1g+A2g+A2u+B1g+2B1u+B2g+Eg+3Eu, dimension 15
rutile symmetric tensor: 2A1g+B1g+B2g+Eg
rutile infrared ['A2u', 'Eu'], Raman ['A1g', 'B1g', 'B2g', 'Eg'], silent ['A2g', 'B1u']
rutile optical, other axis convention: A1g+A2g+A2u+B1g+B2g+2B2u+Eg+3Eu
wurtzite: a 6.0 bohr, c 10.0 bohr, u 0.37, charges 1.0, -1.0 e
wurtzite E: 1 ops, shift (0.0 0.0 0.0), fixed atoms 4, character 12
wurtzite C6: 2 ops, shift (0.0 0.0 0.5), fixed atoms 0, character 0
wurtzite C3: 2 ops, shift (0.0 0.0 0.0), fixed atoms 4, character 0
wurtzite C2: 1 ops, shift (0.0 0.0 0.5), fixed atoms 0, character 0
wurtzite sv: 3 ops, shift (0.0 0.0 0.0), fixed atoms 4, character 4
wurtzite sd: 3 ops, shift (0.0 0.0 0.5), fixed atoms 0, character 0
wurtzite E2: 0.892 mHa, dipole 0.000 e, Raman 0.157 bohr^2 [xx xy yy]
wurtzite B1: 1.783 mHa, dipole 0.000 e, Raman 0.000 bohr^2 [none]
wurtzite E1: 2.987 mHa, dipole 2.575 e, Raman 3.076 bohr^2 [xz yz]
wurtzite E2: 3.039 mHa, dipole 0.000 e, Raman 5.400 bohr^2 [xx xy yy zz]
wurtzite A1: 3.053 mHa, dipole 1.821 e, Raman 3.933 bohr^2 [xx yy zz]
wurtzite B1: 3.282 mHa, dipole 0.000 e, Raman 0.000 bohr^2 [none]
wurtzite all modes: 2A1+2B1+2E1+2E2
wurtzite acoustic: A1+E1
wurtzite optical: A1+2B1+E1+2E2, dimension 9
wurtzite symmetric tensor: 2A1+E1+E2
wurtzite infrared ['A1', 'E1'], Raman ['A1', 'E1', 'E2'], silent ['B1']
wurtzite optical, other axis convention: A1+2B2+E1+2E2
\end{verbatim}
